Why the diffuse mismatch model gives one half for identical solids

A heat-flow calculation for a layered structure needs a conductance at every junction between blocks. Suppose that two neighbouring blocks are the same crystal, and that the routine for the junctions uses the diffuse mismatch model. It returns a phonon transmission of 0.5. One must then decide whether to accept the number, multiply it by two so that identical solids transmit perfectly, or remove the junction. The choice changes the conductance assigned to the junction by a factor of two or more.

The belief behind the multiplication is reasonable. Two identical solids have no mismatch. Without mismatch nothing reflects a phonon, so a sound model should return transmission 1, and a value of 0.5 points to a lost factor of two. The argument gains weight from the acoustic description, in which the transmission does go to 1 as the two media become alike. The name "diffuse mismatch" also suggests a resistance that vanishes with the mismatch.

The flaw is in the second step. In the diffuse mismatch model the phonon is not scattered by the difference between the solids. It is scattered because the model assumes that every phonon reaching the plane is scattered there. The difference between the solids decides where the phonon goes afterwards.

**Counting the modes**

Take a flat interface normal to z, harmonic solids, and elastic scattering, so that a phonon keeps its angular frequency ω. A mode with wavevector k brings energy to the interface at a rate proportional to its velocity component v_z. For modes moving towards the interface, taken as v_z > 0, define

M(ω) = 2π ∫ d³k/(2π)³ v_z δ(ω − ω_k).

This is the number of modes per area carrying energy towards the interface. With n(ω,T) the Bose occupation, the incident heat flux is

∫ d³k/(2π)³ v_z ħω_k n = ∫ dω/(2π) ħω M(ω) n(ω,T).

The factor 2π in M cancels the one under dω.

For an isotropic branch with ω = vk, write v_z = v cos θ and d³k = k² dk dΩ. The integral of cos θ over the hemisphere is π. The delta function sets k = ω/v and contributes 1/v. Therefore

M = [2π/(8π³)] (ω²/v²) π v (1/v) = ω²/(4πv²).

Several branches add. Below all cutoffs M = ω²S/(4π), where S is the sum of 1/v² over the branches.

**Where one half comes from**

Let α12 be the probability that a phonon arriving from solid 1 leaves into solid 2, and α21 the probability for the reverse crossing. The diffuse assumption is that a scattered phonon has lost all memory of its side, direction and branch. The probability P2 of leaving into solid 2 is then the same for all arrivals. For a phonon from solid 1, leaving into solid 2 is transmission, so P2 = α12. For a phonon from solid 2 it is reflection, so P2 = 1 − α21. Hence

α12 = 1 − α21.

This does not yet fix a number. A plane that sent 70% of all arrivals to the right would also be memoryless. Between identical solids at equal temperature it would pass 0.7M to the right and 0.3M to the left, and heat would flow without a temperature difference. A second condition is needed.

It follows from energy conservation for waves. At one frequency, let N1 and N2 be the numbers of incoming channels on the two sides of a finite area, and let S_ij be the amplitude from incoming channel j to outgoing channel i, normalized to energy flux. Each side has as many outgoing as incoming channels, because time reversal turns each incoming wave into an outgoing one on the same side. (With indices, S denotes this matrix.) The matrix is unitary, so |S_ij|² sums to 1 along every column and along every row. Let R1 be the sum of |S_ij|² over entries that begin and end on side 1, and let T12 and T21 be the sums for the two crossings. Adding the columns that begin on side 1, and then the rows that end on side 1, gives

N1 = R1 + T12,
N1 = R1 + T21.

Thus T12 = T21. Since T12 = N1α12 and T21 = N2α21, division by the area gives

M1 α12 = M2 α21.

At equal temperatures the two energy flows therefore cancel at each frequency. Now insert α21 = 1 − α12:

M1 α12 = M2 − M2 α12,
(M1 + M2) α12 = M2,
α12 = M2/(M1 + M2).

For identical solids meeting on equivalent faces, M1 = M2, and the transmission is 1/2 at every frequency at which modes exist. No factor has been lost. A phonon that has forgotten its side meets equally many exits on the left and on the right.

**What wave mechanics requires, and what it leaves open**

Conservation of energy does not by itself demand one half. Consider an unbroken chain of masses m and springs K, with displacements u_j oscillating at frequency ω:

−mω² u_j = K(u_{j+1} + u_{j−1} − 2u_j).

The wave u_j = exp(iqj) satisfies this at every site if mω² = 2K(1 − cos q). No reflected wave is needed at the site where we chose to draw a boundary, so the transmission is 1.

For long waves on two joined chains, let the incident amplitude be 1, the reflected one r and the transmitted one t. Continuity of displacement gives 1 + r = t. Continuity of force gives Z1(1 − r) = Z2 t, where Z = √(mK) is the impedance for unit spacing. Substituting r = t − 1 gives 2Z1 = (Z1 + Z2)t. The energy flux is proportional to Z times the squared amplitude, so the transmission is

(Z2/Z1) t² = 4Z1Z2/(Z1 + Z2)².

A mass ratio of 4 with equal springs means Z2/Z1 = 2 and a transmission of 8/9. The lattice solution at low frequency gives 0.8889. Equal masses give 1. This is the behaviour that the belief has in mind, and it belongs to waves that keep their phase and direction.

The opposite extreme can also be written as a wave problem. Let the interface mix all N = N1 + N2 channels as randomly as unitarity and time reversal allow. If each outgoing channel is labelled by its time-reversed incoming partner, S is symmetric. "Random" means that the statistics are unchanged when S is replaced by VᵀSV with any unitary V. Call the mean of |S_ij|² a for i ≠ j, and b for i = j.

To relate a and b, choose a V that mixes channels i and j with equal weights. One new diagonal element is

S′_ii = (S_ii + S_jj + 2S_ij)/2.

Cross terms vanish on averaging, because changing the phases of channels i and j separately must leave the averages unchanged. Hence

b = (b + b + 4a)/4, so b = 2a.

Return into the time-reversed channel is twice as likely as any other single outcome. One column must sum to 1:

(N − 1)a + 2a = 1, so a = 1/(N + 1).

A phonon from side 1 has N2 channels on side 2, and its mean transmission is

N2/(N1 + N2 + 1).

With 5 channels on each side this is 0.4545, and random sampling gives 0.4524. With 30 on each side the two values are 0.4918 and 0.4921. The added 1 is the memory that time reversal preserves. Its weight vanishes when the channels are many, as they are for a macroscopic area at a fixed nonzero frequency, and the diffuse mismatch result remains.

Both extremes are thus consistent with wave mechanics for identical solids. The value 1 describes an unbroken crystal, and the value 1/2 describes a plane that scrambles everything reaching it. The identity of the two solids does not tell us which plane is present.

**The factor of two in the conductance**

Let the phonons arriving from the two sides have temperatures T1 and T2. With M1α12 = M2α21, the net heat flux is

q = ∫ dω/(2π) ħω M1 α12 [n(ω,T1) − n(ω,T2)].

For a small difference ΔT = T1 − T2 the conductance G = q/ΔT is

G = ∫ dω/(2π) ħω M1 α12 ∂n/∂T.

Call its value G_b when α12 = 1 and the solids are identical. The diffuse value is then G_b/2. To connect G_b with the heat capacity, note that an isotropic branch has the density of states D = ω²/(2π²v³) per volume, so that

M/(2π) = ω²/(8π²v²) = vD/4.

The integral of ħω D ∂n/∂T is the heat capacity C_j of branch j per volume. Therefore

G_b = ¼ Σ_j C_j v_j.

As an example take a model solid A with one longitudinal branch at 8000 m/s, two transverse branches at 5000 m/s, and 5.0 × 10²⁸ atoms per m³. Each branch ends at the Debye wavevector (6π² × 5.0 × 10²⁸ m⁻³)^(1/3) = 1.436 × 10¹⁰ m⁻¹. At 300 K, in MW m⁻² K⁻¹, the frequency integral and the heat-capacity route both give G_b = 2401. The diffuse plane gives

G = 2401/2 ≈ 1200.

**Is the resistance an artefact of the temperatures?**

There is a possible objection. Even with α = 1 the conductance G_b is finite, although an unbroken crystal has no interface resistance. Perhaps the diffuse result is a similar product of the definition. To decide, use temperatures measured beside the plane in place of those of the arriving phonons.

Let U(T) be the equilibrium energy density of the solid. On the left, half of the modes move towards the plane with temperature T1. The other half move away, and their occupation is 1 − α times that of the phonons arriving from the left plus α times that of the phonons arriving from the right. For identical solids, with α constant and the same for all modes, the energy densities beside the plane are

u_L = ½U(T1) + ½[(1 − α)U(T1) + αU(T2)] = U(T1) − (α/2)[U(T1) − U(T2)],

u_R = U(T2) + (α/2)[U(T1) − U(T2)].

Subtraction gives

u_L − u_R = (1 − α)[U(T1) − U(T2)].

Define the local temperature as that of an equilibrium solid with the same energy density. For a small difference U is linear in T, and the local drop is (1 − α)ΔT. The flux is αG_bΔT, so

G_local = G_b α/(1 − α).

For α = 1 this is infinite: there is no local drop and no interface resistance. For α = 1/2 it equals G_b, which is finite. In the example, with ΔT = 1.0 K, the diffuse plane carries about 1200 MW m⁻² with a local drop of 0.50 K, so G_local = 1200/0.50 = 2400 MW m⁻² K⁻¹. With α = 1 the flux is about 2400 MW m⁻² and the local drop is zero.

The resistances separate the two effects. In units of 10⁻⁹ m² K/W, the diffuse plane has a total of 0.833 between the arriving populations. Of this, 1/G_b = 0.4165 is present even without an interface, and the other 0.4165 is added by the plane. The objection is right about the first part and wrong about the second. The definition must still match the use: a calculation that follows phonon populations needs α, while one that joins local temperatures needs G_local. The formula for G_local assumes that the phonons arriving from each side are in equilibrium at T1 or T2. In a crystal that conducts heat they also carry the temperature gradient, and the formula is then an approximation. A heat-diffusion calculation also extends the temperature profile of the bulk up to the plane. The drop found in this way can differ strongly from the one beside the plane when a few phonons with long mean free paths carry most of the heat, because near the plane these are not in equilibrium with the others.

**Drawing planes in a perfect crystal**

The strongest reason against using the diffuse value in an unbroken crystal is that a boundary can be drawn anywhere, and more than once. Suppose that n planes are drawn, each with transmission p, with free flight between them and no interference. Let f_i⁺ and f_i⁻ be the occupations moving right and left in region i, in units of the occupation sent in from the left. Nothing enters from the right.

In the steady state J = f_i⁺ − f_i⁻ is the same in every region. The net flow through the plane between regions i and i + 1 is

J = p(f_i⁺ − f_{i+1}⁻).

Since f_{i+1}⁻ = f_{i+1}⁺ − J, this becomes

f_i⁺ − f_{i+1}⁺ = J/p − J = J(1 − p)/p.

Add this over the n planes. At the left f_0⁺ = 1. At the right f_n⁻ = 0, so f_n⁺ = J. Hence

1 − J = nJ(1 − p)/p,

and the overall transmission is

α_n = J = 1/[1 + n(1 − p)/p].

With p = 1/2 this is 1/(n + 1). One imaginary plane gives 0.50, two give 0.33 and ten give 0.091. The ten planes would reduce the conductance of the example from 2401 to 2401 × 0.0909 ≈ 218 MW m⁻² K⁻¹, although no atom has moved. The fault lies in applying a scattering assumption where nothing scatters.

Multiplying each transmission by two would cure this case and spoil another. If a real disordered boundary between identical crystals does erase memory, the factor would delete its resistance. Nor is one half a lower limit for disordered boundaries: two such planes in succession already transmit 0.33. The model describes a single complete loss of memory, and a thick disordered layer may need several.

An intermediate case shows how the value 1 is recovered. Let a fraction s of the phonons be scattered diffusely while the rest pass straight through. For identical solids

p = (1 − s) × 1 + s × ½ = 1 − s/2.

Then (1 − p)/p = s/(2 − s), and

α_n = 1/[1 + ns/(2 − s)].

For s = 0.4 one plane transmits 0.80 and ten transmit 0.29. For s = 0 every number of planes transmits 1. The perfect crystal is reached by letting the scattering vanish, not by making the two solids equal. A single s for all phonons is a simplification. At a real boundary it can depend on wavelength and angle, and it has to come from a separate model of the structure.

**A different partner can transmit more**

If the diffuse model measured similarity, identical solids would give its largest transmission. They do not. At fixed M1, the quantity that enters the conductance is

M1α12 = M1M2/(M1 + M2).

Its derivative with respect to M2 is M1²/(M1 + M2)², which is positive. More exits on the far side mean more transmission, and α12 tends to 1 when M2 is much larger than M1. Within this model, near-perfect transmission from solid 1 belongs to a very unequal pair.

Let solid B have the same atom density as A, with speeds of 5000 m/s for its longitudinal branch and 3000 m/s for its two transverse branches. In units of 10⁻⁸ s²/m²,

S_A = 1/8000² + 2/5000² → 9.56,
S_B = 1/5000² + 2/3000² → 26.22.

Below all cutoffs the transmission from A to B is

α_AB = 26.22/(9.56 + 26.22) = 0.733,

compared with 0.500 from A to A. The reverse value is α_BA = 0.267, and the balance holds: 9.56 × 0.733 and 26.22 × 0.267 are both 7.0.

At low temperature the cutoffs do not matter, and the conductance can be found in closed form. Put M1 = ω²S_A/(4π) into G and set x = ħω/(k_B T). Then ħω ∂n/∂T = k_B x²eˣ/(eˣ − 1)², and

G = [k_B⁴T³ S_A α/(8π²ħ³)] ∫₀^∞ x⁴eˣ/(eˣ − 1)² dx.

Integration by parts turns the integral into 4∫₀^∞ x³/(eˣ − 1) dx = 4π⁴/15, so that

G = π²k_B⁴T³ S_A α/(30ħ³).

At 10 K this gives 0.487 MW m⁻² K⁻¹ for A against A and 0.714 for A against B. Their ratio, 1.47, is α_AB/(1/2) = 2 × 0.733. The partner with the slower phonons raises the diffuse conductance by 47%.

This ordering is a low-temperature statement. At higher temperature the lower cutoffs of B matter. Between its two cutoffs B offers only its longitudinal branch, and while both branches of A are still open the transmission from A to B is 4.00/(9.56 + 4.00) = 0.295. Phonons of A above both cutoffs find no mode in B at their own frequency, and in the elastic model they cannot cross.

**The same material on a different face**

"Identical solids" must also include the orientation. Consider one anisotropic branch with

ω² = c_x²k_x² + c_y²k_y² + c_z²k_z².

For an interface normal to z, integrate first over k_z at fixed k_x and k_y. Since v_z = ∂ω/∂k_z, the product v_z dk_z is dω, and the delta function gives 1 whenever a real k_z exists. This requires c_x²k_x² + c_y²k_y² < ω², which is the inside of an ellipse of area πω²/(c_xc_y). Hence

M_z = [2π/(8π³)] πω²/(c_xc_y) = ω²/(4πc_xc_y).

For an interface normal to x the product c_yc_z appears instead. With speeds of 4000, 5000 and 8000 m/s along x, y and z, the two products are 2.0 × 10⁷ and 4.0 × 10⁷ m²/s², so M_z = 2M_x. If the z face of one grain meets the x face of another, the diffuse transmission is

M_x/(M_z + M_x) = 1/(2 + 1) = 1/3,

and 2/3 in the reverse direction. One half therefore requires equal mode counts. Equivalent faces of one crystal ensure this, as does isotropy, but the same chemical composition does not.

**The decision at the junction**

If the two blocks are one crystal divided for convenience, the junction should be removed, or given α = 1 in a calculation that follows phonon populations. If a real boundary separates them and there is reason to treat it as fully diffusing, α = 1/2 stands without correction for equivalent faces, and M2/(M1 + M2) for others. If the calculation joins local temperatures, the conductance to enter for equivalent faces is G_local, which is about G_b and not G_b/2 as long as the arriving phonons are close to equilibrium. That factor of two comes from the definition of the temperatures; the transmission is still 1/2. If the mean free paths in the crystal differ widely, G_b can be a poor estimate, and the temperature drop has to come from a calculation that follows the phonon populations. If the boundary scatters part of the phonons, the missing information is s, which the bulk properties of the two solids do not supply. The numerical output below gives example values for an unbroken crystal, a fully diffusing plane and partial scattering.

Values computed for the example and the checks

```
Atom density, both solids: 5.0e+28 m^-3
Debye wavevector: 1.4360e+10 m^-1
Solid A speeds, longitudinal and transverse: 8000, 5000 m/s
Solid B speeds, longitudinal and transverse: 5000, 3000 m/s
Sum of inverse squared speeds, A: 9.5625e-08 s^2/m^2
Sum of inverse squared speeds, B: 2.6222e-07 s^2/m^2
DMM transmission A to A: 0.5000
DMM transmission A to B, below all cutoffs: 0.7328
DMM transmission B to A, below all cutoffs: 0.2672
Unbroken chain, wave transmission: 1.000000
Chain with mass ratio 4, low frequency: 0.8889
Random scattering, 5 and 5 channels: sampled 0.4524, formula 0.4545
Random scattering, 30 and 30 channels: sampled 0.4921, formula 0.4918
Random scattering, 20 and 40 channels: sampled 0.6563, formula 0.6557
Temperature of main example: 300 K
G_b, A to A, alpha = 1: 2401.0 MW m^-2 K^-1
Quarter sum of C v: 2401.0 MW m^-2 K^-1
G, A to A, DMM: 1200.5 MW m^-2 K^-1
DMM resistance, incoming temperatures: 0.8330 1e-9 m^2 K/W
Added resistance, local temperatures: 0.4165 1e-9 m^2 K/W
Incoming temperature difference: 1.0 K
Heat flux, alpha = 1/2: 1200.5 MW m^-2
Heat flux, alpha = 1: 2401.0 MW m^-2
Local temperature drop, alpha = 1/2: 0.5000 K
Local temperature drop, alpha = 1: 0.0000 K
Local-temperature G, alpha = 1/2: 2401.0 MW m^-2 K^-1
Low temperature: 10 K
G, A to A, DMM, low T: 0.487 MW m^-2 K^-1
G, A to B, DMM, low T: 0.714 MW m^-2 K^-1
Ratio of A-B to A-A conductance: 1.4656
1 imaginary planes: s=1 0.5000, s=0.4 0.8000, s=0 1.0000
2 imaginary planes: s=1 0.3333, s=0.4 0.6667, s=0 1.0000
3 imaginary planes: s=1 0.2500, s=0.4 0.5714, s=0 1.0000
10 imaginary planes: s=1 0.0909, s=0.4 0.2857, s=0 1.0000
Rotated grain, branch speeds x, y, z: 4000, 5000, 8000 m/s
DMM transmission, z face to x face: 0.3333
DMM transmission, x face to z face: 0.6667
```
